# Surface Free Energy and Phase Diagram of a Non-Stoichiometric Slab, part 1

(Sections cited here and not found follow in the second part.)

## First half: the free energy of one termination

A crystal of composition MX$_2$ can end in several ways. Its outermost plane may hold M, or X, or more X than the bulk stacking requires. These terminations contain different numbers of atoms, so their total energies cannot be compared directly: a slab with two more atoms usually has a lower energy merely because it has more bonds. The comparison needs a price for each atom, and that price is a chemical potential.

The system is a neutral slab, infinite in two directions and described by a lateral cell of area $A$. Its two faces are equivalent by symmetry. The cell contains $N_M$ atoms of M and $N_X$ atoms of X. The lateral lattice is that of the unstrained bulk. The temperature $T$ is fixed, and the pressure on the solid is set to zero, so the Gibbs free energy $G_{\rm slab}$ equals the Helmholtz free energy. The symbol $g$ with a subscript denotes the free energy of a phase per formula unit. Algebra is in atomic units ($\hbar=m_e=e=1$) with Boltzmann's constant written as $k$; numbers are in eV and angstrom.

### (a) The definition

**Reservoirs supply M and X at chemical potentials $\mu_M$ and $\mu_X$. Define the surface free energy $\gamma$ per area of one face through the reversible work of making the slab, and state where the symmetry of the slab is used.**

*Solution.* Take $N_M$ atoms of M and $N_X$ atoms of X from the reservoirs and build the slab. The reservoirs lose the free energy $N_M\mu_M+N_X\mu_X$, and the slab appears with free energy $G_{\rm slab}$. At fixed temperature and zero pressure the reversible work is the total change,

$$
\Omega = G_{\rm slab}-N_M\mu_M-N_X\mu_X . \tag{1}
$$

This is the grand potential of the slab. If building more bulk crystal from the reservoirs costs nothing, a condition examined in part (b), then all of $\Omega$ is due to the faces. There are two, each of area $A$, so their free energies per area add up to

$$
\Omega=A(\gamma_{\rm top}+\gamma_{\rm bottom}). \tag{2}
$$

Symmetry enters here. For equivalent faces $\gamma_{\rm top}=\gamma_{\rm bottom}=\gamma$, and

$$
\gamma=\frac{1}{2A}\left(G_{\rm slab}-N_M\mu_M-N_X\mu_X\right). \tag{3}
$$

For a slab with two different faces, equation (2) still holds, but one number cannot determine two unknowns. Dividing by $2A$ would then give the mean of two surface free energies, which belongs to neither face.

### (b) Equilibrium with the bulk

**A slab is called thick when one more formula unit inserted in its middle raises $G_{\rm slab}$ by the bulk value $g_{MX_2}$. Find the condition on $\mu_M$ and $\mu_X$ that makes $\gamma$ independent of thickness. What happens if the bulk free energy used in that condition is wrong by $\delta g$?**

*Solution.* Insert one formula unit into a thick slab without changing its faces. Then $G_{\rm slab}$ rises by $g_{MX_2}$, $N_M$ rises by 1 and $N_X$ rises by 2. From equation (3),

$$
2A\,\Delta\gamma=g_{MX_2}-\mu_M-2\mu_X .
$$

The surface free energy is independent of thickness if and only if the right-hand side vanishes:

$$
\mu_M+2\mu_X=g_{MX_2}. \tag{4}
$$

This is also the condition for equilibrium between the crystal and the reservoirs. If the left side were larger than the right, every formula unit moved into the crystal would lower the total free energy, and the crystal would grow. If it were smaller, the crystal would dissolve. Equation (4) leaves one of the two chemical potentials free. We keep $\mu_X$, because X will be supplied by a gas whose pressure can be controlled, and write

$$
\mu_M=g_{MX_2}-2\mu_X. \tag{5}
$$

Now suppose that $g_{MX_2}+\delta g$ is used in equation (5) in place of $g_{MX_2}$, while the slab retains its correct free energy. At the same $\mu_X$, the value of $\mu_M$ is too high by $\delta g$, and equation (3) gives the error

$$
\delta\gamma=-\frac{N_M\,\delta g}{2A}. \tag{6}
$$

It grows in proportion to the thickness. A thicker slab therefore makes the result worse, not better, when the bulk reference does not match the slab. The remedy is a reference that equals the increment of the slab free energy per added formula unit.

The definition of a thick slab is a condition that can fail. It requires the middle to be bulk-like. If the lateral lattice is strained, the middle is strained bulk, with another free energy per formula unit. If charge carriers released by a non-stoichiometric face spread through the whole slab, the middle is not bulk-like either, and equation (4) does not remove the dependence on thickness.

### (c) Dependence on the chemical potential of X

**Measure $\mu_X$ from half the energy $g_{X_2}$ of an X$_2$ molecule at rest: $\Delta\mu=\mu_X-\tfrac12 g_{X_2}$. Find $\gamma$ as a function of $\Delta\mu$ for a fixed termination. Identify the slope as a surface excess, and show that this excess does not depend on where the boundary of the crystal is drawn.**

*Solution.* Put equation (5) into equation (3) and multiply out the product with $N_M$:

$$
\begin{aligned}
2A\gamma&=G_{\rm slab}-N_M\left(g_{MX_2}-2\mu_X\right)-N_X\mu_X\\
&=G_{\rm slab}-N_Mg_{MX_2}+2N_M\mu_X-N_X\mu_X\\
&=G_{\rm slab}-N_Mg_{MX_2}-(N_X-2N_M)\mu_X .
\end{aligned}
$$

The factor $N_X-2N_M$ is the number of X atoms beyond those that the M atoms would bind in the bulk. It belongs to both faces together. Insert $\mu_X=\tfrac12g_{X_2}+\Delta\mu$ and divide by $2A$:

$$
\gamma(\Delta\mu)=\gamma^0-\Gamma\,\Delta\mu,\qquad
\Gamma=\frac{N_X-2N_M}{2A}, \tag{7}
$$

$$
\gamma^0=\frac{1}{2A}\left[G_{\rm slab}-N_Mg_{MX_2}-(N_X-2N_M)\tfrac12g_{X_2}\right]. \tag{8}
$$

For a fixed termination at fixed temperature, neither $G_{\rm slab}$ nor the atom numbers depend on $\Delta\mu$. The function is therefore a straight line. Its intercept $\gamma^0$ is the surface free energy when X is supplied at half the molecular reference energy. A face rich in X has $\Gamma>0$ and becomes cheaper as $\Delta\mu$ rises, since its additional atoms cost less to bring from the reservoir. A face poor in X has $\Gamma<0$ and becomes dearer. A stoichiometric slab with equivalent faces has $\Gamma=0$, and its surface free energy does not depend on $\Delta\mu$.

To see that $\Gamma$ is an excess in the sense of Gibbs, draw two dividing planes a distance $H$ apart, placed symmetrically about the middle of the slab. Let $v$ be the bulk volume per formula unit. Bulk crystal filling the space between the planes would contain $AH/v$ atoms of M and $2AH/v$ atoms of X. The excess of each species per area of one face is the actual number minus this number, divided by $2A$:

$$
\Gamma_M=\frac{N_M-AH/v}{2A},\qquad
\Gamma_X=\frac{N_X-2AH/v}{2A}.
$$

Both depend on $H$, which is a matter of choice. In the combination

$$
\Gamma_X-2\Gamma_M
=\frac{N_X-2AH/v-2N_M+2AH/v}{2A}
=\frac{N_X-2N_M}{2A}=\Gamma, \tag{9}
$$

the terms with $H$ cancel. If the planes are placed so that $\Gamma_M=0$, then $\Gamma_X=\Gamma$. The slope is thus minus the excess of X relative to M.

The factor 2 in $N_X-2N_M$ comes from the bulk composition. For a compound M$_a$X$_b$ the bulk condition is $a\mu_M+b\mu_X=g$, and the same algebra gives the excess $(N_X-\tfrac{b}{a}N_M)/(2A)$.

### (d) Three terminations of a model crystal

**Rigid planes, each with one atom per lateral cell of area $A=10.0$ Å$^2$, are stacked as X-M-X, X-M-X, and so on. Two planes at distance $r$ have the Morse energy $D[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}]$ with $a=1.5$ Å$^{-1}$. For M and X, $D=2.5$ eV and $r_0=1.5$ Å; for X and X, $D=1.0$ eV and $r_0=2.5$ Å; M planes do not interact with each other. The molecule has energy $-1.60$ eV on the scale where separated planes have energy zero. Find the lines for the stoichiometric termination S, for the termination M with one X fewer per face, and for the termination XX with one X more per face.**

*Solution.* The parameters are round and stand for no particular material. Solid free energies are replaced by energies, so vibrations of the solid, including zero-point motion, are left out. The planes relax along the surface normal, and there is no lateral relaxation.

The relaxed bulk has an M-X spacing of 1.422 Å and a period of 5.245 Å. The gap between neighbouring X planes of adjacent layers is $5.2449-2\times1.4216=2.402$ Å. Both distances are shorter than the corresponding $r_0$. The reason can be seen by starting from a stack in which adjacent planes sit at $r_0$. These nearest pairs exert no force, while all more distant interacting pairs are beyond their own $r_0$ and attract. Narrowing either kind of gap slightly costs nothing to first order in the nearest pairs and brings the attracting pairs that span it closer, so it lowers the energy.

The bulk energy is $g_{MX_2}=-7.107253$ eV. The energy gained per formula unit when a thick slab grows has the same printed value, as part (b) requires.

Take slabs with six M planes. Six bulk formula units have the energy $6\times(-7.107253)=-42.643518$ eV, and half the molecular energy is $-0.80$ eV. Equation (8), with $2A=20$ Å$^2$, then gives the intercepts.

For S, $N_X=12$ and $N_X-2N_M=0$:

$$
\gamma^0_S=\frac{-41.300517+42.643518}{20}=\frac{1.343001}{20}=0.06715\ \text{eV/Å}^2 .
$$

For M, $N_X=10$ and $N_X-2N_M=-2$. The reference term is $-(-2)(-0.80)=-1.60$ eV:

$$
\gamma^0_M=\frac{-34.676121+42.643518-1.60}{20}=\frac{6.367397}{20}=0.31837\ \text{eV/Å}^2 .
$$

For XX, $N_X=14$ and $N_X-2N_M=+2$. The reference term is $-(2)(-0.80)=+1.60$ eV:

$$
\gamma^0_{XX}=\frac{-43.626353+42.643518+1.60}{20}=\frac{0.617165}{20}=0.03086\ \text{eV/Å}^2 .
$$

The excesses are $\Gamma_S=0$ and $\mp2/20=\mp0.100$ Å$^{-2}$ for M and XX. They amount to one atom per cell and face, missing or added. With $\Delta\mu$ in eV and $\gamma$ in eV/Å$^2$, the lines are

$$
\gamma_M=0.31837+0.100\,\Delta\mu,\quad
\gamma_S=0.06715,\quad
\gamma_{XX}=0.03086-0.100\,\Delta\mu. \tag{10}
$$

The intercepts correspond to 5.10, 1.08 and 0.49 J/m$^2$, in the same order. Slabs with nine M planes give the same lines to within rounding error. Such rapid convergence reflects the short range of the Morse energies and is no guide to slabs with long-range fields.

The effect of a poor bulk reference can be shown with the same slabs. A bulk cell whose period is stretched by 2% along the normal, with the M-X spacing held at its bulk value, has an energy too high by $\delta g=0.028553$ eV. By equation (6), $\gamma$ then changes between six and nine M planes by $-3\times0.028553/20=-0.00428$ eV/Å$^2$, which is the drift found numerically. It is about 6% of $\gamma_S$, and it continues with each added layer.

### (e) A check by cleavage

**Cut the crystal between an M plane and a neighbouring X plane. Which combination of the lines in equation (10) gives the energy needed, and why does it not depend on $\Delta\mu$?**

*Solution.* Within a layer X-M-X the cut leaves M bare on one side. On the other side the detached X remains on top of the next complete layer. The cut thus makes one face of type M and one of type XX. No atoms are exchanged with a reservoir, so the energy cannot depend on $\Delta\mu$. In equation (10) the two slopes are opposite and cancel:

$$
\gamma_M+\gamma_{XX}=0.31837+0.03086=0.34923\ \text{eV/Å}^2. \tag{11}
$$

The same quantity follows from an asymmetric slab with these two faces. It has $N_X=2N_M$, and equation (2) with $\Omega=G_{\rm slab}-N_Mg_{MX_2}$ gives the sum without any chemical potential. Direct relaxation of such a slab yields 0.349228 eV/Å$^2$, in agreement with equation (11). This is an independent test of the sum of the two non-stoichiometric lines. The reference terms $-1.60$ and $+1.60$ eV cancel in the sum, so the test shows that they are opposite but does not fix their size or which line carries which sign. It also shows what an asymmetric slab cannot provide: the separate values of $\gamma_M$ and $\gamma_{XX}$.

## Second half: the phase diagram

The first half considered a crystal MX$_2$ in equilibrium with a reservoir of X. The variable is $\Delta\mu=\mu_X-\tfrac12g_{X_2}$, where $g_{X_2}$ is the energy of the molecule at rest. Bulk equilibrium fixes $\mu_M=g_{MX_2}-2\mu_X$. Each termination $a$ has a surface free energy per area of one face, $\gamma_a=\gamma^0_a-\Gamma_a\Delta\mu$, with $\Gamma_a$ the excess of X relative to M. The model has a face of area $A=10.0$ Å$^2$ and three terminations: M (one X missing), S (stoichiometric) and XX (one X added). Their intercepts are 0.31837, 0.06715 and 0.03086 eV/Å$^2$, and their excesses are $-0.100$, 0 and $+0.100$ Å$^{-2}$.

### (f) The stable termination

**Which termination is stable at a given $\Delta\mu$? Find where two terminations exchange stability, show how the stable excess changes as $\Delta\mu$ rises, and apply the results to the model.**

*Solution.* At fixed $T$, $A$ and chemical potentials, a spontaneous change lowers the grand potential. Let a fraction $x_a$ of a large face have termination $a$, with $\sum_a x_a=1$. If the free energy of the boundaries between patches is neglected, the mean surface free energy is $\sum_a x_a\gamma_a$. This weighted mean cannot be smaller than the smallest $\gamma_a$, and it reaches that value when the whole face has the corresponding termination. The stable surface is therefore the lowest line, and the phase diagram is the lower envelope of all lines.

Terminations $a$ and $b$ have equal surface free energies when $\gamma^0_a-\Gamma_a\Delta\mu=\gamma^0_b-\Gamma_b\Delta\mu$. Collecting the terms in $\Delta\mu$ gives

$$
\Delta\mu^*_{ab}=\frac{\gamma^0_a-\gamma^0_b}{\Gamma_a-\Gamma_b}. \tag{12}
$$

Two terminations with equal excess have parallel lines. The order of their surface free energies is then the same at every $\Delta\mu$.

Let $a$ be stable at $\Delta\mu_1$ and $b$ at a higher value $\Delta\mu_2$. Then $\gamma_a(\Delta\mu_1)\le\gamma_b(\Delta\mu_1)$ and $\gamma_b(\Delta\mu_2)\le\gamma_a(\Delta\mu_2)$. Add the two inequalities. The intercepts cancel, and what remains is

$$
-\Gamma_a\Delta\mu_1-\Gamma_b\Delta\mu_2\le-\Gamma_b\Delta\mu_1-\Gamma_a\Delta\mu_2 ,
$$

or $(\Gamma_a-\Gamma_b)(\Delta\mu_2-\Delta\mu_1)\le0$. Since the second factor is positive, $\Gamma_a\le\Gamma_b$. The stable excess of X never decreases when X becomes more available.

For the model, equation (12) gives

$$
\Delta\mu^*_{M,S}=\frac{0.31837-0.06715}{-0.100}=-2.512\ \text{eV},
$$

$$
\Delta\mu^*_{S,XX}=\frac{0.06715-0.03086}{-0.100}=-0.363\ \text{eV}.
$$

The lines M and XX also cross, at $(0.31837-0.03086)/(-0.200)=-1.438$ eV. Their common value there is $0.31837-0.1438=0.1746$ eV/Å$^2$, well above $\gamma_S$. That crossing is not on the envelope and marks no transition. By the lines alone, the order is M, then S, then XX as $\Delta\mu$ rises.

The S/XX crossing has a direct meaning. The slabs with six M planes differ by one X on each face, so adding one X to a face changes the energy by $(-43.626353+41.300517)/2=-1.163$ eV. An atom in the molecule has $-0.80$ eV. The difference, $-0.363$ eV, is the binding energy of the added atom relative to the molecule, with a negative sign for binding. At the crossing, $\mu_X$ equals the energy of the atom on the surface.

For a crystal in equilibrium with its reservoirs, each fixed termination has a surface free energy linear in $\Delta\mu$, and by the lines alone the model's stable termination changes from M to S to XX as $\Delta\mu$ rises. What remains is to find the limits set by other bulk phases, to convert $\Delta\mu$ to gas pressure, and to treat a fluctuating surface composition.

Numerical values quoted here were computed with a short program.
